# Absolute Stability of a Rapidly Freezing Dilute Alloy: Two Derivations

## Result

A dilute alloy freezes with a flat front at speed $V$. The liquid far ahead holds solute fraction $C_\infty$, the solid takes up a fraction $k<1$ of the liquid composition at the front, and the liquidus slope is $m<0$. With solute diffusivity $D$ in the liquid and Gibbs–Thomson coefficient $\Gamma$ (surface energy times melting temperature, divided by latent heat per volume), define

$$\Delta T_0=\frac{|m|C_\infty(1-k)}{k},\qquad V_{\rm abs}=\frac{D\,\Delta T_0}{k\Gamma}=\frac{D|m|C_\infty(1-k)}{k^2\Gamma}.\tag{1}$$

If the conductivity-weighted temperature gradient $G$ at the front is not negative, no small ripple grows when $V\ge V_{\rm abs}$, so Mullins–Sekerka cells cannot start. At $G=0$ the bound is sharp in the limit of quasi-static heat flow: just below $V_{\rm abs}$ long ripples grow. At $G>0$ the front becomes stable at a lower speed, and $V_{\rm abs}$ is then sufficient but not necessary.

The first derivation finds every linear mode for which heat flow is quasi-static. The second follows the solute budget of a gently curved front and shows why capillarity wins.

## First derivation: all linear modes

**Model.** Let $z$ point into the liquid in a frame moving at $V$. Solute does not diffuse in the solid; $k$, $m$ and $\Gamma$ are constant and isotropic. At the front, with normal speed $v_n$ and curvature $\kappa$ (positive for a bulge into the liquid),

$$T=T_m+mC-\Gamma\kappa-v_n/\mu,\qquad (1-k)Cv_n=-D\,\partial_nC,$$
$$Lv_n=K_s\partial_nT_s-K_l\partial_nT_l .$$

These state local equilibrium with a linear kinetic undercooling, rejection of solute, and release of latent heat $L$ per volume. $K_s,K_l$ are the thermal conductivities.

**Flat front.** Steady diffusion, $DC''+VC'=0$, gives $C=C_\infty+(C_0-C_\infty)e^{-Vz/D}$. Solute rejection requires $(1-k)C_0V=V(C_0-C_\infty)$, hence $C_0=C_\infty/k$. The composition gradient at the front is

$$G_c=-\frac VD(1-k)C_0,\qquad mG_c=\frac{V\Delta T_0}{D}>0 .$$

**Ripple.** Displace the front to $z=\varepsilon e^{i\omega x+\sigma t}$ and add $\varepsilon a\,e^{-bz}e^{i\omega x+\sigma t}$ to the composition. The diffusion equation $\partial_tC=D\nabla^2C+V\partial_zC$ gives

$$b^2-\frac VDb=\omega^2+\frac\sigma D.\tag{2}$$

Heat diffuses much faster than solute. For $\omega\gg V/(2\alpha)$, where $\alpha$ is the thermal diffusivity, and for growth slow against $\alpha\omega^2$, the temperature disturbances obey Laplace's equation: $\varepsilon a_se^{\omega z}$ in the solid and $\varepsilon a_le^{-\omega z}$ in the liquid. Let $\theta\varepsilon$ be the temperature change on the displaced front. Continuity gives $\theta=G_s+a_s=G_l+a_l$, and the heat balance gives $L\sigma=\omega(K_sa_s+K_la_l)$. Eliminating $a_s$ and $a_l$,

$$\theta=G+\frac{L\sigma}{\omega(K_s+K_l)},\qquad G=\frac{K_sG_s+K_lG_l}{K_s+K_l}.$$

Let $c\varepsilon$ be the composition change on the displaced front, so $c=G_c+a$. Since $\kappa=\omega^2\varepsilon$ to first order, the temperature condition reads $\theta=mc-\Gamma\omega^2-\sigma/\mu$. Therefore $c=(\theta+\Gamma\omega^2+\sigma/\mu)/m$.

Use the scaled quantities $q=\omega D/V$, $s=\sigma D/V^2$ and $u=bD/V-1$. Dividing $c$ by $G_c$ gives

$$\frac c{G_c}=h+\beta s,\quad h=g+\gamma q^2,\quad g=\frac{GD}{V\Delta T_0},\quad \gamma=\frac{\Gamma V}{D\Delta T_0},$$
$$\beta=\frac{LD}{q(K_s+K_l)\Delta T_0}+\frac{V}{\mu\Delta T_0}\ge0 .$$

By (1), $k\gamma=V/V_{\rm abs}$.

For the solute balance, the flat profile has $C''=-(V/D)G_c$ at the front, so to first order

$$\sigma(1-k)C_0+V(1-k)c=VG_c+Db(c-G_c).$$

Divide by $-VG_c=V^2(1-k)C_0/D$:

$$s-(1-k)\frac c{G_c}=-1+(1+u)\left(1-\frac c{G_c}\right).$$

Collecting terms, and scaling (2),

$$s=u-(h+\beta s)(u+k),\qquad s=u^2+u-q^2.\tag{3}$$

**A growing mode cannot oscillate.** Take $q>0$ and suppose ${\rm Re}\,s\ge0$. The mode must decay into the liquid, so $u+\tfrac12=\sqrt{\tfrac14+q^2+s}$ with positive real part. This real part is at least $\sqrt{\tfrac14+q^2}$, hence ${\rm Re}\,u>0$. The other root of (2) grows into the liquid.

Put $w=u+k$, so $|w|>k$. The first equation of (3) becomes $(s+k)/w=1-h-\beta s$. The second gives $s+k=w^2+(1-2k)w+k^2-q^2$. Together,

$$w+1-2k+\frac{k^2-q^2}{w}+\beta s=1-h.\tag{4}$$

The right side is real, so the imaginary part of the left vanishes:

$${\rm Im}\,w\left[1+\frac{q^2-k^2}{|w|^2}\right]+\beta\,{\rm Im}\,s=0 .$$

The bracket is positive because $|w|>k$. Also ${\rm Im}\,s=(2{\rm Re}\,u+1)\,{\rm Im}\,w$ has the sign of ${\rm Im}\,w$. Both terms therefore have the same sign, which forces ${\rm Im}\,w=0$ and makes $s$ real.

**Condition for growth.** For real $s\ge0$ the left side of (4) rises with $w$, since $1+(q^2-k^2)/w^2>0$ for $w>k$ and $s$ rises with $u$. It tends to infinity. A root with $s>0$ thus exists if and only if the left side is below the right at $s=0$. There $u=u_0$, the positive root of $u_0(u_0+1)=q^2$, and the left side equals $k/(u_0+k)$. The ripple grows if and only if

$$g+\gamma q^2<\frac{u_0}{u_0+k}.\tag{5}$$

Attachment kinetics does not appear in (5), and latent heat enters only through the flat-front gradient $G$, because $K_sG_s=LV+K_lG_l$. At given $G$, the kinetics and the latent heat released by the ripple's own growth alter the growth rate, but not whether a ripple grows.

**The bound.** Let $g\ge0$ and $k\gamma\ge1$. Since $q^2=u_0+u_0^2>u_0$,

$$\frac{u_0}{u_0+k}<\frac{u_0}{k}<\frac{q^2}{k}\le\gamma q^2\le g+\gamma q^2 .$$

Condition (5) fails for every $q>0$, so no ripple grows. Conversely, put $g=0$ in (5) and divide by $u_0$. Growth requires

$$\frac V{V_{\rm abs}}(1+u_0)(u_0+k)<k ,$$

which holds for small enough $u_0$ whenever $V<V_{\rm abs}$. Within quasi-static heat flow the bound is sharp at $G=0$, and the last ripples to be stabilized are long compared with $D/V$. If latent heat is released, $G=0$ means that opposite gradients in solid and liquid cancel in the weighted mean. At finite thermal diffusivity the cancellation is incomplete for long ripples, and the true threshold lies somewhat below $V_{\rm abs}$.

**Positive gradient.** Solving (5) for $\gamma$ shows that some ripple grows when

$$\frac V{V_{\rm abs}}<\max_{u>0}\frac{k\,[u/(u+k)-g]}{u(u+1)}.\tag{6}$$

For small $g$ and $u\ll k$ the function is $1-(1+k)u/k-kg/u$ to leading order. Its maximum lies at $u=k\sqrt{g/(1+k)}$ and equals $1-2\sqrt{(1+k)g}$. Because of the square root, even a modest gradient lowers the critical speed noticeably.

## Second derivation: the solute budget of a curved front

Take $G=0$, no latent-heat disturbance and no kinetic undercooling, so the front is isothermal. Consider ripples much longer than $D/(kV)$, which for small $k$ is far more than the solute layer thickness $D/V$, and let $\eta(x,t)$ be the front displacement.

**Composition.** On an isothermal front $mC-\Gamma\kappa$ is uniform. The composition change is therefore

$$\delta C=-\frac{\Gamma\kappa}{|m|}.$$

The liquid touching a bulge is slightly poorer in solute.

**Solute stored in the layer.** Let $M=\int(C-C_\infty)\,dz$ be the excess solute per area of front. For the flat front $M_0=(C_0-C_\infty)D/V$, so $|m|M_0=D\Delta T_0/V$. Two processes change $M$ on a curved front.

- A bulge moving along its normals spreads the layer over a growing area. The relative rate of area growth is $V\kappa$, so $M$ falls at the rate $V\kappa M_0$.
- The front sweeps in liquid carrying $C_\infty$ and leaves solid carrying $k(C_0+\delta C)$. Since $kC_0=C_\infty$, the layer gains $-kV\delta C=kV\Gamma\kappa/|m|$.

Hence

$$\partial_tM=-V\kappa M_0+\frac{kV\Gamma\kappa}{|m|}.\tag{7}$$

**Response of the speed.** If the ripple changes slowly compared with the layer time $D/V^2$, the layer keeps its steady shape at the local speed, $M\simeq(C_0-C_\infty)D/v_n$. With $v_n=V+\partial_t\eta$, this gives $\delta M=-M_0\,\partial_t\eta/V$: a front with a depleted layer runs faster. Corrections from $\delta C$, from curvature and from diffusion along the front enter $\partial_tM$ at third order in $q$, while the terms in (7) are of second order. The rate at which $\delta C$ stores solute is a fraction $\sigma D/(kV^2)$ of the capillary term. This is small when $q\ll k$, which is why the ripple is taken long compared with $D/(kV)$. Close to $V_{\rm abs}$, where the two terms in (7) nearly cancel, the ripple must be longer still for the neglected terms to be unimportant.

Insert $\delta M$ in (7), multiply by $-V/M_0$, and use $\kappa=-\partial_x^2\eta$:

$$\partial_t^2\eta=-V^2\left(1-\frac{k\Gamma}{|m|M_0}\right)\partial_x^2\eta
=-V^2\left(1-\frac V{V_{\rm abs}}\right)\partial_x^2\eta .$$

For a ripple of wavenumber $\omega$,

$$\sigma^2=V^2\omega^2\left(1-\frac V{V_{\rm abs}}\right).\tag{8}$$

Below $V_{\rm abs}$ one root is positive and the ripple grows. Above $V_{\rm abs}$ the restoring term dominates and both roots are imaginary. The threshold is that of (1).

Equation (8) shows the competition. Geometry thins the solute layer ahead of a bulge, which speeds the bulge up. Capillarity makes the solid at the bulge take up less solute, which refills the layer. Both rates are proportional to curvature, so their ratio does not depend on wavelength. The geometric rate contains $VM_0$, which does not depend on speed, while the capillary rate grows with $V$. That is why there is a speed beyond which making the ripple longer no longer helps it.

## What each derivation assumes

The second derivation assumes long ripples, slow change and an isothermal front. It yields the value of $V_{\rm abs}$ and its cause. It does not exclude growth at short wavelengths, and at its order it leaves ripples above threshold undamped.

The first derivation covers every wavelength for which the heat flow is quasi-static, and it supplies the missing damping. With $g=\beta=0$, (3) reduces to $u^2+hu+hk-q^2=0$. For small $q$ below threshold, $u\simeq q\sqrt{1-k\gamma}$ and $s\simeq u$, which is (8). Above threshold $u\simeq-\gamma q^2/2\pm iq\sqrt{k\gamma-1}$, and $s=u^2+u-q^2$ gives

$${\rm Re}\,s\simeq-\left(k\gamma+\frac\gamma2\right)q^2<0 .$$

The long ripples travel as damped waves.

Both derivations need a steady solute layer, local diffusion, isotropic surface energy and small amplitude. Neither excludes patterns of another origin, such as bands parallel to the front. If $k$ and $m$ depend on speed, their derivatives multiply $\sigma$ in the linear equations and drop out at $\sigma=0$. The steady boundary (6) then keeps its form with $k$ and $m$ taken at $V$, but the proof that growing modes cannot oscillate no longer applies.

## Indium in laser-melted silicon

The following rough values are assumed for a silicon layer implanted with indium and melted by a laser pulse: $T_m=1685$ K, heat of fusion $\Delta H=50$ kJ/mol, molar volume 12 cm³/mol, surface energy 0.40 J/m², $D=2\times10^{-4}$ cm²/s, $K_s=25$ and $K_l=60$ W/(m K), $\alpha=0.1$ cm²/s, and $1/\mu=10$ K per m/s. They give $L=4.17$ kJ/cm³ and $\Gamma=162$ K nm. The melt is 200 nm deep and holds $2.5\times10^{20}$ cm⁻³ of indium, or 0.498 at%, taken as uniform.

At these speeds solute is trapped. A common model is

$$k(V)=\frac{k_e+V/V_D}{1+V/V_D},$$

with equilibrium value $k_e=4\times10^{-4}$ and a rough trapping speed $V_D=20$ m/s. The slope $m$ follows by setting the free-energy change of freezing to zero, with no solute drag. For small $C$, per mole,

$$-\Delta H\frac{T_m-T}{T_m}+RT_m(1-k)C+RT_m\,kC\ln\frac k{k_e}=0,$$
$$m=-\frac{RT_m^2}{\Delta H}\left[1-k+k\ln\frac k{k_e}\right].$$

**At 3 m/s.** Here $k=0.131$ and $m=-7.68$ K/at%, so

$$\Delta T_0=\frac{7.68\times0.498\times0.869}{0.131}\simeq25.4\ {\rm K}.$$

With no gradient in the liquid, latent heat alone sets $G=LV/(K_s+K_l)=0.147$ K/nm and $g=0.039$. Solving (3) over a grid of wavelengths, with $k$ and $m$ held fixed, gives a fastest ripple of 85 nm growing at 0.050 ns⁻¹. Regrowth takes $200/3\simeq67$ ns, so the growth exponent is 3.3, an amplification of about 27. The solute layer builds up over a characteristic distance $D/(kV)=51$ nm. Simply leaving out that distance would give an exponent of about 2.5, but this overstates the growth. While the layer is thin, capillarity and the gradient make the ripple shrink, and at 51 nm the interface composition has reached only about 70% of its steady value. Integrating the linearized equations at fixed speed from a uniform melt, a ripple of 85 to 110 nm that starts as a bare displacement of the front ends with a net exponent of about 1.4, or about 1.8 counted from its smallest amplitude. That is an amplification of only 4 to 6.

At this same speed, again with $k$ and $m$ held fixed, (1) guarantees stability up to $3.1\times10^{19}$ cm⁻³. With the latent-heat gradient included, (6) puts the limit at $7.9\times10^{19}$ cm⁻³.

**The absolute speed.** Holding $k$ and $m$ at their 3 m/s values would give $V_{\rm abs}=24$ m/s. Their variation with speed changes this greatly. Solving $V=D\Delta T_0(V)/[k(V)\Gamma]$ numerically gives $k=0.268$, $\Delta T_0=15.9$ K and

$$V_{\rm abs}\simeq7.3\ {\rm m/s}=730\ {\rm cm/s}.$$

The gradient lowers the actual critical speed to 5.6 m/s, found numerically from (6) with $k$, $m$ and $g$ evaluated at each speed. At $V_{\rm abs}$, $g=0.062$, and the small-$g$ correction $2\sqrt{(1+k)g}\simeq0.56$ is too large for that expansion to be used.

Including the speed derivatives of $k$ and $m$ changes the 3 m/s growth rate by about 5%, to 0.047 ns⁻¹. At $V_{\rm abs}$, a scan of wavelengths from 1.7 nm to 1.7 µm with these derivatives included finds no growing mode, steady or oscillating.

**Beside the real process.** Cellular segregation is known in laser-melted silicon heavily implanted with poorly soluble impurities such as indium. The model places its onset within the range of speeds and doses used in such work, but its numbers are estimates. Halving or doubling $D$ at fixed $V_D$ moves $V_{\rm abs}$ to 5.4 or 10 m/s; halving or doubling $V_D$ at fixed $D$ moves it to 5.0 or 11 m/s; changing the surface energy by $-20\%$ or $+20\%$ moves it to 8.1 or 6.7 m/s. The steady layer is the assumption a thin melt breaks most plainly, since the characteristic build-up distance is a quarter of the depth at 3 m/s and full build-up takes several such distances. In the steady state the interface liquid there holds 3.8 at% indium, so nonideal mixing, which the dilute slope leaves out, may matter. At $V_{\rm abs}$ the speed is 0.37 of $V_D$ and the solute layer is only $D/V\simeq2.7$ nm thick, about ten atomic spacings, so local diffusion is also less secure. Quasi-static heat flow is a good approximation for the 85 nm ripple, for which $V/(2\alpha\omega)=0.002$. An implanted profile is not uniform, and silicon's surface energy and kinetics depend on orientation; these effects are not sized here. As a design rule, regrowth faster than the bound (1), evaluated with $k$ and $m$ at the regrowth speed and with the highest local concentration, keeps small ripples from growing into cells, provided that the layer is near steady state, $G\ge0$, and $k$, $m$, $D$ and $\Gamma$ are known for the material. The rule also presumes that the crystal can still grow at that speed. Silicon regrows amorphous above roughly 15 m/s, and the bound comes close to this at higher doses or larger $V_D$: about 14 m/s at $10^{21}$ cm⁻³, and about 13 m/s if $V_D$ is near 57 m/s. Because $k$ varies with speed, growing oscillations must also be ruled out for each case by a scan like the one above.

All numerical values are calculated from the stated model.
